# Two-site chemisorption: algebraic saturation and its limits

## Part 1. The two-site law and the exponential

### A number to explain

Take a clean platinum surface at 573 K under oxygen at 0.01 Torr, and let each molecule that sticks occupy two sites. With the parameters given below, the simplest rate model fills 90 % of the sites in 13 ms. An exponential that starts from a bare surface, ends at full coverage and passes through this point reaches 99 % at 26 ms. The two-site model needs 143 ms. At 26 ms its coverage is 94.7 %.

The discrepancy comes from the form of the rate law, since both curves describe the same surface at the same pressure and agree at 90 %. The case with one site per molecule shows where the exponential comes from.

### The simple case: one site per molecule

Let $\theta$ be the fraction of available sites that are filled, and $v=1-\theta$ the fraction still vacant. The coverage $\theta=1$ means saturation of the chosen set of sites. It need not mean one adsorbed atom per surface atom.

Suppose that the sites are equivalent, adsorption is irreversible, the gas pressure is constant, and a molecule needs one vacant site. Each vacant site then has the same probability per unit time, $k_1$, of being filled. The vacant fraction obeys

$$\frac{dv}{dt}=-k_1v,\qquad v(0)=1.$$

Division by $v$ gives $d(\ln v)/dt=-k_1$, so $\ln v=-k_1t$ and

$$\theta=1-e^{-k_1t}.$$

The time to reach a coverage $f$ is $t_f=\ln[1/(1-f)]/k_1$. For 90 % the logarithm is $\ln 10$, and for 99 % it is $\ln 100=2\ln 10$. Hence $t_{99}/t_{90}=2$, whatever the value of $k_1$. Each further factor of ten in the vacant fraction costs the same time, because the chance that a given vacancy is filled does not depend on how many others remain.

### Two sites per molecule

Now let a molecule dissociate on arrival and place its two atoms on two neighbouring vacant sites. Let each site have $z$ neighbours, and let a vacant pair be filled with probability $r$ per unit time. A given site belongs to $z$ pairs. It is lost through one of them if it and its partner are both vacant. If $p_2$ is the probability that a neighbouring pair is vacant, then

$$\frac{dv}{dt}=-z\,r\,p_2.$$

This equation does not yet assume anything about how vacancies are arranged. It is not closed, because $p_2$ is unknown. The mean-field assumption is that the occupations of neighbouring sites are uncorrelated, so that $p_2=v\cdot v=v^2$. With $k=zr$,

$$\frac{dv}{dt}=-kv^2,\qquad \frac{d\theta}{dt}=k(1-\theta)^2.$$

A given vacancy is now filled at the rate $kv$. It needs a vacant partner, and partners become rare as the surface fills. This is the physical origin of the slow tail.

To integrate, divide by $-v^2$. Since $d(1/v)/dt=-(1/v^2)\,dv/dt$,

$$\frac{d}{dt}\left(\frac1v\right)=k.$$

The surface starts bare, so $1/v=1$ at $t=0$, and

$$\frac1v=1+kt,\qquad v=\frac1{1+kt},\qquad \theta=1-\frac1{1+kt}=\frac{kt}{1+kt}.$$

Two limits show what this contains. For $kt\ll1$, $\theta\approx kt$: almost every pair is vacant, and the coverage grows in proportion to the dose. For $kt\gg1$, $v\approx1/(kt)$: the vacant fraction falls as an inverse power of time. To invert the law, use $kt=1/v-1=(1-v)/v$:

$$t_f=\frac{f}{k(1-f)}.$$

The values of $kt_f$ at 50, 90, 99 and 99.9 % are 1, 9, 99 and 999. The ratio $t_{99}/t_{90}$ is therefore 11. Near saturation, each further factor of ten in the vacant fraction makes the total time about ten times longer.

If the pressure varies, $k$ becomes a function of time. The same integration gives

$$\frac1v=1+\int_0^t k(t')\,dt'.$$

Within this model the coverage depends on the accumulated exposure, and the history of the pressure matters through that integral alone.

### The rate constant from the gas pressure

Let $\Phi$ be the number of molecules that strike unit area per unit time, $N_s$ the number of sites per area, and $s_0$ the probability that a molecule striking the clean surface dissociates there. In mean field, the sticking probability at vacant fraction $v$ is $s_0v^2$. Each success fills two sites, so

$$N_s\frac{d\theta}{dt}=2s_0\Phi v^2,\qquad k=\frac{2s_0\Phi}{N_s}.$$

The factor 2 counts sites per molecule. The pair description agrees with it: there are $zN_s/2$ pairs per area, because each pair is shared by two sites. On a clean surface they accept $(zN_s/2)r$ molecules per area and time. Equating this to $s_0\Phi$ gives $zr=2s_0\Phi/N_s$.

The flux follows from the Maxwell distribution of the velocity component $u$ normal to the surface. For number density $n$, molecular mass $m$ and temperature $T$,

$$\Phi=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty u\,e^{-mu^2/(2k_BT)}\,du.$$

The substitution $q=mu^2/(2k_BT)$ gives $u\,du=(k_BT/m)\,dq$, so the integral is $k_BT/m$. With the ideal-gas density $n=P/(k_BT)$,

$$\Phi=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}}.$$

### The platinum example

The gas is taken to have the surface temperature, 573 K. Saturation is one oxygen atom per four surface platinum atoms. On a (111) face of a face-centred cubic metal with lattice constant $a$, neighbouring atoms are $a/\sqrt2$ apart, and the area per atom is $(\sqrt3/2)(a^2/2)=\sqrt3a^2/4$. With the rough value $a=0.392$ nm,

$$N_s=\frac14\,\frac{4}{\sqrt3\,(0.392\ \mathrm{nm})^2}=3.76\ \mathrm{nm^{-2}}.$$

An O$_2$ molecule has mass $5.313\times10^{-26}$ kg. At 0.01 Torr, which is 1.333 Pa, the flux is $2.59\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$. With a rough initial sticking probability of 0.05,

$$k=\frac{2(0.05)(2.594\times10^4)}{3.757}\ \mathrm{s^{-1}}=690\ \mathrm{s^{-1}}.$$

Dividing the values of $kt_f$ by $k$ gives 1.45 ms for 50 %, 13.0 ms for 90 %, 143 ms for 99 % and 1.45 s for 99.9 %. The exponential fixed at 90 % predicts $2\times13.0=26.1$ ms for 99 %. At that time $kt=18$, and the two-site coverage is $18/19=0.947$. These are the numbers of the opening paragraph.

### Why an exponential cannot be repaired by fitting

The comparison so far forced the exponential to end at full coverage. A fit may instead use a free plateau $A$, amplitude $B$ and rate $c$:

$$\theta_{\rm fit}(t)=A-Be^{-ct}.$$

Could some choice of the three reproduce the two-site curve, at least for part of the time? Compare increments over equal steps $h$. For the fit,

$$\theta_{\rm fit}(t+h)-\theta_{\rm fit}(t)=Be^{-ct}(1-e^{-ch}).$$

The next increment is smaller by the factor $e^{-ch}$, which does not depend on $t$ or on the plateau. For the two-site law, $\theta(t+h)-\theta(t)=v(t)-v(t+h)$, so the first increment is

$$\frac1{1+kt}-\frac1{1+kt+kh}=\frac{kh}{(1+kt)(1+kt+kh)}.$$

Replacing $t$ by $t+h$ gives the next one, $kh/[(1+kt+kh)(1+kt+2kh)]$. Their ratio is

$$\frac{\theta(t+2h)-\theta(t+h)}{\theta(t+h)-\theta(t)}=\frac{1+kt}{1+kt+2kh}.$$

This rises with time. For $kh=1$ it is 0.333, 0.500 and 0.750 at $kt=0$, 1 and 5. Four equally spaced points contain two such ratios, and they differ. No exponential passes through all four, even with a free plateau. Since any time interval contains four equally spaced points, the two curves coincide on no interval.

The same fact appears in the local rate of decay of the vacancies,

$$-\frac{d\ln v}{dt}=kv=\frac{k}{1+kt}.$$

For an exponential approach to full coverage this quantity is constant. Here it starts at $k$ and falls towards zero.

### How large the misfit is

Failure to coincide does not mean that every fit looks bad. Consider first the exponentials $1-e^{-ct}$, which have the correct start and the correct end. I computed the largest coverage error on 8001 logarithmically spaced times between $kt=10^{-3}$ and $10^4$, and varied $c$ numerically to make it as small as possible. The best rate is $c=0.53k$, and the error is then 0.10 of full coverage. Because $c<k$, the fitted coverage initially rises too slowly. Later it lies too high, because an exponential vacancy falls below an algebraic one.

The error is far more serious when it is referred to the vacancies. At $kt=99$ the model leaves 1 % of the sites vacant. The best exponential leaves $e^{-0.532\times99}$, about $10^{-23}$.

Now free the plateau as well. I fitted $A-Be^{-ct}$ by least squares to 2001 evenly spaced points of the two-site curve. For the window from $kt=0$ to 10 the result is $A=0.884$ and $c=0.63k$. For the window up to $kt=100$ it is $A=0.975$ and $c=0.34k$. The largest errors in coverage are 0.10 and 0.24. Least squares minimizes the summed squares, so it does not protect against a large error at a few points.

Both fitted plateaus lie below a coverage that the data have already reached. At the ends of the windows the two-site coverage is $10/11=0.909$ and $100/101=0.990$. By then the fitted exponentials have become flat, with $ct$ equal to 6.3 and 34, while the data are still rising. A fitted saturation value and time constant that move with the length of the dose are therefore a warning that the exponential form is wrong.

A direct plot is more useful. If the saturation coverage is known independently, $1/v$ against exposure is a straight line with slope $k$ per unit time in the two-site model. Near saturation, an error in the assumed saturation coverage shifts $v$ by a nearly constant amount and bends the line.

### What the curve cannot prove

A straight line in that plot does not establish that two sites are needed. Consider a surface on which each molecule needs one site, but the sites have different rates $sk$, with $s$ distributed with density $e^{-s}$ for $s\ge0$. The density integrates to one, and the mean rate is $k$. Averaging the one-site exponentials gives

$$v(t)=\int_0^\infty e^{-s}e^{-skt}\,ds=\int_0^\infty e^{-s(1+kt)}\,ds=\frac1{1+kt}.$$

The result is identical to the two-site law at all times. Its tail comes from sites with very small rates. If the slowest sites had $s=s_m>0$, the integral from $s_m$, once normalized, would be $e^{-s_mkt}/(1+kt)$, and the local decay rate $-d\ln v/dt$ would finally approach the constant $s_mk$.

A different initial state separates the two explanations. Suppose that the dose begins with a vacant fraction $v_0$, and that the initially filled sites were chosen without regard to their rates. The mixture then gives $v=v_0/(1+kt)$. The two-site law has $1/v=1/v_0+kt$, so

$$v=\frac{v_0}{1+v_0kt}.$$

The initial uptake rates are $kv_0$ and $kv_0^2$. On a half-filled surface they differ by a factor of two, while for $v_0=1$ the two histories cannot be distinguished. The distinction assumes that the preparation leaves $k$ unchanged and the vacancies uncorrelated.

## Part 2. When the algebraic tail survives

### Symbols and results carried forward

The filled and vacant fractions are $\theta$ and $v=1-\theta$. A vacant neighbouring pair is filled at rate $r$, each site has $z$ neighbours, and $k=zr$. For irreversible adsorption on an initially bare surface at constant pressure, with uncorrelated vacancies, $dv/dt=-kv^2$ and $v=1/(1+kt)$. If the pressure varies, $kt$ is replaced by $\int k\,dt$. The platinum example has $T=573$ K, an O$_2$ pressure of 0.01 Torr, $N_s=3.76\ \mathrm{nm^{-2}}$ and $k=690\ \mathrm{s^{-1}}$. It reaches 90 % in 13.0 ms and 99 % in 143 ms.

The assumptions can now be relaxed one at a time. The first is the replacement of the pair probability by $v^2$.

### Immobile atoms on a chain

Place the sites on a long chain, so that $z=2$, and let the atoms stay where they land. Let $E_n$ be the probability that $n$ chosen successive sites are all vacant. Such a group contains $n-1$ pairs, and filling any of them destroys it. It is also destroyed by a molecule that covers one end site and the site just outside. This requires $n+1$ successive vacant sites and can happen at either end. Therefore

$$\frac{dE_n}{dt}=-(n-1)rE_n-2rE_{n+1},\qquad E_n(0)=1.$$

The first term suggests the trial form $E_n=e^{-(n-1)rt}F(t)$, with the same $F$ for every $n$. Its derivative is

$$\frac{dE_n}{dt}=-(n-1)rE_n+e^{-(n-1)rt}\frac{dF}{dt}.$$

The terms in $(n-1)rE_n$ cancel. On the right remains $-2rE_{n+1}=-2re^{-nrt}F$. Dividing by $e^{-(n-1)rt}$ leaves

$$\frac{dF}{dt}=-2re^{-rt}F,\qquad F(0)=1.$$

Since $n$ has dropped out, the trial form solves the whole set. Integration gives $\ln F=-2(1-e^{-rt})$. The vacant fraction is $E_1=F$:

$$v=\exp\left[-2(1-e^{-rt})\right].$$

At long times $v$ tends to $e^{-2}=0.135$, not to zero. The remaining vacancies are isolated, and no molecule fits. The approach to this jammed state follows from

$$v-e^{-2}=e^{-2}\left[\exp(2e^{-rt})-1\right]\approx2e^{-2}e^{-rt}.$$

It is exponential. The need for two sites is thus not sufficient for an algebraic tail.

The short-time limit shows how the correlations begin. To second order in $rt$, the exponent is $-2rt+(rt)^2$, and

$$v\approx1-2rt+3(rt)^2.$$

The mean-field law with $k=2r$ gives $1-2rt+4(rt)^2$. The first-order terms agree, but the immobile chain then fills slightly faster. Two adjacent filled sites spoil three pairs, whereas two separated ones spoil four. More vacant pairs survive at first than $v^2$ predicts. Later the order reverses, because the immobile vacancies become isolated.

### The effect of hopping on a square lattice

For a surface I used a random simulation on a periodic square lattice of $300\times300$ sites. Here $z=4$ and $k=4r$. At each time step one of four sets of non-overlapping neighbour pairs is selected at random. Each vacant pair in the set is filled with probability 0.02. In the run with hopping, each pair with one filled and one vacant site exchanges its contents with probability 1/2. In the immobile run it does not. A given pair is selected in a quarter of the steps, so $r=0.02/4$ per step, and $kt$ is 0.02 times the number of steps.

The vacant fractions from one run of each kind follow. The third decimal is uncertain: immobile runs of this size scatter by about 0.001, and filling in continuous time, averaged over several runs, gives 0.479, 0.113 and 0.093 for the immobile column.

| $kt$ | hopping | immobile | mean field |
|---:|---:|---:|---:|
| 1 | 0.496 | 0.477 | 0.500 |
| 9 | 0.101 | 0.112 | 0.100 |
| 99 | 0.010 | 0.092 | 0.010 |

In these runs, with the filling rule held fixed, hopping lowers the late vacancy by about a factor of nine and brings it close to the mean-field value. The immobile surface again fills faster at first and is left behind later, as on the chain.

How fast must the hopping be? Let $h$ be the hopping rate. At vacant fraction $v$, vacancies on a surface are about $v^{-1/2}$ sites apart. A random walk needs about the square of that distance in hops, so vacancies meet after a time of order $1/(hv)$. The mean-field lifetime of a vacancy is $1/(kv)$. The ratio of the two times is of order $k/h$, with no power of $v$ left. This estimate omits numerical factors and a logarithm, typical of random walks on a surface, that makes the ratio grow slowly as $v$ falls. It suggests the condition $h\gg k$.

For oxygen on platinum take a rough hopping barrier of 0.55 eV and an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$. At 573 K, $k_BT=0.0494$ eV, so

$$h=10^{13}e^{-0.55/0.0494}\ \mathrm{s^{-1}}\approx1.5\times10^8\ \mathrm{s^{-1}}.$$

This is about $2\times10^5$ times $k$. Even if several atomic hops are needed to move between sites of the quarter-monolayer arrangement, mixing is fast on the scale of adsorption. Repulsion or ordering can still correlate the positions of mobile atoms, so fast hopping does not by itself guarantee $p_2=v^2$.

### A finite supply of gas

The pressure does not jump to its final value when a valve opens, and the surface consumes gas. Treat the gas above the surface as well stirred, with height $H$ and residence time $\tau$. Let $x$ be its density divided by the inlet density $n_0$, with $x(0)=0$. The adsorption rate is $d\theta/dt=kxv^2$. Filling all sites takes $N_s/2$ molecules per area, while the full gas column holds $n_0H$. With the ratio

$$R=\frac{N_s/2}{n_0H},\qquad \frac{dx}{dt}=\frac{1-x}{\tau}-R\frac{d\theta}{dt}.$$

Integrating from zero to $t$ gives $x=(t-\int_0^tx\,dt')/\tau-R\theta$. Solving for the exposure integral,

$$\int_0^tx\,dt'=t-\tau(x+R\theta).$$

The two-site law becomes $1/v=1+k[t-\tau(x+R\theta)]$. Late in the dose both $x$ and $\theta$ are close to one, and

$$\frac1v\approx1+k\left[t-\tau(1+R)\right].$$

The tail is delayed by $\tau(1+R)$, but its power and amplitude are unchanged. When $R=0$, the gas equation gives $x=1-e^{-t/\tau}$, and the delay reduces to the filling time $\tau$.

Take $\tau=20$ ms and $H=1.0$ cm. The surface needs 1.88 molecules per nm$^2$, and the gas column holds 1.69 per nm$^2$, so $R=1.1$ and the delay is 42 ms. Numerical integration of the two rate equations gives 185 ms for 99 % coverage instead of 143 ms.

The earlier part of the dose changes more in proportion to its length. At 90 % the exposure integral must equal 13.0 ms, so $t=13.0+20(x+0.9\times1.115)$ ms. Since $x$ lies between 0 and 1, this time lies between 33 and 53 ms. The ratio $t_{99}/t_{90}$ measured by the clock drops from 11 to between 3.5 and 5.6. The ratio of exposures remains 11. A dose curve should therefore be compared with the model on an exposure axis.

### A barrier that grows with coverage

Repulsion between adsorbed atoms can make later adsorption harder. As a simple model, let the adsorption barrier increase by $wk_BT\theta$, with constant $w$. The rate is multiplied by $e^{-w\theta}$:

$$\frac{dv}{dt}=-kv^2e^{-w(1-v)}.$$

Separating the variables, with $y$ as the integration variable, gives

$$kt=\int_v^1\frac{e^{w(1-y)}}{y^2}\,dy=e^w\int_v^1\frac{e^{-wy}}{y^2}\,dy.$$

For positive $w$ and $y$, $1-wy\le e^{-wy}\le1$. Integrating these bounds yields

$$e^w\left[\frac1v-1-w\ln\frac1v\right]\le kt\le e^w\left[\frac1v-1\right].$$

Multiply by $v$ and let $v$ tend to zero. Because $v\ln(1/v)$ vanishes in this limit, both bounds tend to $e^w$, and

$$v\approx\frac{e^w}{kt}.$$

The inverse power survives, with a larger amplitude. For $w=0$ the two bounds coincide and return the original law.

A rough barrier increase of 0.05 eV at saturation gives $w=0.05/0.0494=1.01$ and $e^w=2.75$. Numerical integration then gives 378 ms for 99 % coverage at constant pressure. This modest energy shifts the result more than the gas supply does.

The two delays can be combined. The gas balance above did not use the form of the adsorption law, so the exposure time of 378 ms must again equal $t-\tau(x+R\theta)$. With $x\approx1$ late in the dose, 99 % coverage is reached at about $378+42=420$ ms.

### Desorption ends the tail

Atoms can also recombine and leave in pairs. In mean field this adds a gain of vacancies proportional to $\theta^2$:

$$\frac{dv}{dt}=-kv^2+k_d(1-v)^2.$$

Here $k_d$ is defined for the fractional coverage, so it includes the factor for two sites per event. At the steady value $v_*$ the terms balance. Both $v_*$ and $1-v_*$ are positive, so the positive square roots give $\sqrt k\,v_*=\sqrt{k_d}\,(1-v_*)$ and

$$v_*=\frac{\sqrt{k_d}}{\sqrt k+\sqrt{k_d}}.$$

Write $v=v_*+g$. The terms without $g$ cancel. The terms linear in $g$ have the coefficient $-2kv_*-2k_d(1-v_*)$. By the balance condition, $kv_*=\sqrt{kk_d}\,(1-v_*)$ and $k_d(1-v_*)=\sqrt{kk_d}\,v_*$. Their sum is $\sqrt{kk_d}$, so

$$\frac{dg}{dt}=-\lambda g-(k-k_d)g^2,\qquad \lambda=2\sqrt{kk_d}.$$

For $k\gg k_d$ there are two regimes. While $g\gg2v_*$, the quadratic term dominates and gives the algebraic decay. When $g\ll2v_*$, the linear term dominates, and the final approach is exponential at rate $\lambda$. If $k_d=0$, both $v_*$ and $\lambda$ vanish, and the original law returns.

With a rough desorption barrier of 1.80 eV and the same attempt frequency, $k_d=1.5\times10^{-3}\ \mathrm{s^{-1}}$. Then $v_*=1.5\times10^{-3}$ and $\lambda=2.0\ \mathrm{s^{-1}}$. The time to 99 % hardly changes, from 143 to 144 ms. A coverage of 99.9 %, however, is never reached, because the ceiling is 99.85 %. The earlier value of 1.45 s for 99.9 % belongs to the irreversible model alone.

The floor is sensitive to the barrier. Lowering it by 0.1 eV multiplies $k_d$ by $e^{0.1/0.0494}\approx7.6$, and for $k\gg k_d$ it raises $v_*$ by the square root of this, about 2.8. At 1.60 eV the floor is 1.1 %, and 99 % coverage is never reached. With the coverage-dependent adsorption barrier included, this already happens at 1.65 eV.

A parallel one-site channel also ends the tail. It gives $dv/dt=-k_1v-kv^2$, which has the same form as the equation for $g$. The decay becomes exponential once $v\ll k_1/k$, but now the coverage approaches one.

### The model beside a real oxygen step

The temperature is one at which platinum atomic layer deposition with oxygen can be run, and the pressure is a chosen low value. The sticking probability and the barriers are rough values. In a real oxygen step, the surface initially carries precursor ligands, and oxygen is consumed in burning them. The example describes clean metal alone. It treats dissociation as direct, whereas O$_2$ on Pt(111) can first be held as a mobile molecular precursor that searches for a vacant pair. If the sticking probability is $s_0v^2/[v^2+K(1-v^2)]$ with $K<1$, integration gives $kt=\theta+K\theta^2/(1-\theta)$. The tail $v\approx K/(kt)$ keeps its power but sets in at smaller $v$, and for $K=0.1$ the ratio $t_{99}/t_{90}$ is 6.3 instead of 11. The example also omits steps, subsurface oxygen and oxidation beyond a quarter monolayer. These omissions are not sized here, so 420 ms is an estimate for the irreversible model (desorption with the 1.80 eV barrier adds about 8 ms) and not a recommended pulse length. Of gas supply, the coverage-dependent barrier and desorption, with the values chosen here, the barrier moves the 99 % time most, by a factor of 2.6. The initial sticking probability enters through $k\propto s_0$, so halving it doubles the constant-pressure times as long as desorption is negligible.

Pressure changes which process limits the dose. Raise it to 0.1 Torr with temperature, sticking, residence time and gas height fixed. Then $k$ is ten times larger, and the constant-pressure time to 99 % without the extra barrier falls to 14 ms. The ratio $R$ falls to 0.11, but the late-time delay $\tau(1+R)$ is still 22 ms. At 99 % coverage the gas has reached only $x\approx0.77$, so the delay $\tau(x+R\theta)$ there is about 18 ms and the clock time is 32 ms. Gas delivery then takes longer than the surface reaction. The clock ratio $t_{99}/t_{90}$ is about 3.5 instead of 11, so the algebraic law should be looked for on an exposure axis.

For choosing a dose, the useful consequence is conditional. If adsorption is direct and needs two sites, vacancies remain mixed, and both desorption and one-site adsorption are negligible at the target coverage, reducing a small vacant fraction tenfold takes about ten times the total exposure. A barrier that grows with coverage raises this factor at first: with the value used above it is 13 between 90 and 99 %, and it approaches ten only at smaller vacant fractions. Extending an exponential that was fitted at lower coverage and made to end at full coverage would underestimate that dose.
